# Random alloy supercells: correlation noise and the fixed-composition bias

## One B atom in a cell of A

Take a periodic supercell with $N$ sites, put a single B atom on one of them and A atoms on the rest. Choose a neighbour shell with $z$ neighbours per site, and suppose that no site has its own periodic image in that shell. Count links from each site to each of its neighbours, so that there are $Nz$ directed links. The B atom has only A neighbours. Hence $z$ links lead from B to A, $z$ lead from A to B, and the fraction of unlike links is $f=2z/(Nz)=2/N$.

In an infinite random alloy with B fraction $x$, the two ends of a link are independent and the unlike fraction is $2x(1-x)$. The short-range order parameter compares the two:

$$\alpha = 1-\frac{f}{2x(1-x)} .$$

It is zero for the infinite random alloy, negative when unlike neighbours are in excess, and positive when like neighbours are. Here $x=1/N$, so $2x(1-x)=2(N-1)/N^2$ and

$$\alpha = 1-\frac{2}{N}\,\frac{N^2}{2(N-1)} = 1-\frac{N}{N-1} = -\frac{1}{N-1}.$$

The shell has dropped out. The negative value expresses no chemical preference: a B atom cannot be its own neighbour, so the other sites are slightly richer in A than the cell as a whole. Nor does $\alpha$ fluctuate, since all positions of the B atom are equivalent. With more B atoms the mean turns out to be the same, but fluctuations appear, and for large $N$ they are much larger than the mean.

## Order parameter as a correlation

Let the sites form a single Bravais lattice, so that all are equivalent. Let $c_i=1$ if site $i$ holds B and $0$ if it holds A. There are $N_B=xN$ B atoms and $N_A=N-N_B$ A atoms, both numbers nonzero. Let $w_{ij}$ be the number of shell vectors leading from site $i$ to site $j$ or to a periodic image of $j$. Since a shell contains $-\mathbf R$ whenever it contains $\mathbf R$, $w_{ij}=w_{ji}$; and $\sum_j w_{ij}=z$.

A link is unlike when $c_i(1-c_j)+(1-c_i)c_j=c_i+c_j-2c_ic_j$ equals one. Write $c_i=x+\delta_i$. Then

$$c_i+c_j-2c_ic_j = 2x(1-x)+(1-2x)(\delta_i+\delta_j)-2\delta_i\delta_j .$$

Average over links. The linear terms vanish, because $\sum_{ij}w_{ij}\delta_i=z\sum_i\delta_i=0$ when $x$ is the actual composition of the cell. With $u_i=\delta_i/\sqrt{x(1-x)}$ this leaves

$$\alpha=\frac{1}{Nz}\sum_{ij}w_{ij}u_iu_j . \tag{1}$$

The normalized variables obey two identities in each filling:

$$\sum_i u_i=0,\qquad \sum_i u_i^2=\frac{N_B(1-x)^2+N_Ax^2}{x(1-x)}=N\,[(1-x)+x]=N. \tag{2}$$

In spin language, $\sigma_i=2c_i-1=\pm1$ has mean $m=2x-1$, and $u_i=(\sigma_i-m)/\sqrt{1-m^2}$, because $1-m^2=4x(1-x)$.

## Leading order: independent filling

First fill each site independently, with B at probability $x$. The composition then fluctuates, and $u_i$ is defined with the nominal $x$. Each $u_i$ has mean 0 and mean square 1, and different sites are independent.

Consider a type of cluster (pair, triangle, and so on) with $M_f$ distinct clusters per site, and average the product of $u$ over all $NM_f$ clusters. Provided the sites of each cluster are different sites of the cell, the mean is zero. In the mean square, two different clusters contribute nothing: some site belongs to one and not to the other, and its $u$ appears once and averages to zero. A cluster paired with itself contributes a product of $\langle u_i^2\rangle=1$. Therefore

$$\text{variance}=\frac{NM_f}{(NM_f)^2}=\frac{1}{NM_f}. \tag{3}$$

For a pair shell whose $z$ neighbours are distinct sites, the multiplicity is $M=z/2$, since each pair is shared by two sites. The typical random correlation is $1/\sqrt{NM}$.

This law concerns centred variables. The raw spin correlation $\Pi$, the link average of $\sigma_i\sigma_j$, behaves differently away from $x=1/2$. Inserting $\sigma_i=m+\sqrt{1-m^2}\,u_i$ gives

$$\Pi=m^2+2m\sqrt{1-m^2}\;\bar u+(1-m^2)\,\overline{uu},$$

where $\bar u$ is the site average and $\overline{uu}$ the pair average. Their variances are $1/N$ and $1/(NM)$, and they are uncorrelated because $\langle u_ku_iu_j\rangle=0$ for $i\neq j$: at least one site appears once. So

$$\mathrm{Var}\,\Pi=\frac{4m^2(1-m^2)}{N}+\frac{(1-m^2)^2}{NM}. \tag{4}$$

The first term is composition noise, which a large multiplicity does not reduce. For $N=108$, $M=6$ and $x=1/4$, the two terms correspond to standard deviations of 0.0833 and 0.0295. They add in squares to 0.0884, so composition noise dominates. At $x=1/2$ the first term is absent and the result is 0.0393.

## The bias at fixed composition

Now fix $N_B$ and make all placements equally likely. By symmetry $\langle u_iu_j\rangle$ has the same value for every pair of different sites, near or far. Square the first identity in (2), average, and use the second:

$$0=\Big\langle\Big(\sum_iu_i\Big)^2\Big\rangle=N+N(N-1)\langle u_iu_j\rangle
\;\Rightarrow\;\langle u_iu_j\rangle=-\frac1{N-1}.$$

If the shell has no self-images, all links in (1) join different sites, and

$$\langle\alpha\rangle=-\frac{1}{N-1} \tag{5}$$

in every such shell and at every composition with both species present. The direct reading is the one from the opening example: given B on one site, another site holds A with probability $N_A/(N-1)$ instead of $N_A/N$.

Equation (5) is a mean, but a related statement holds for each single filling. Define $\alpha_{\mathbf R}=N^{-1}\sum_iu_iu_{i+\mathbf R}$ for each of the $N-1$ nonzero displacements within the periodic cell. Then

$$\sum_{\mathbf R\ne0}\alpha_{\mathbf R}=\frac1N\Big[\Big(\sum_iu_i\Big)^2-\sum_iu_i^2\Big]=-1 .$$

A quasirandom structure is a filling selected so that chosen correlations lie near their values in the infinite random alloy. It may have $\alpha=0$ in the chosen shells, but it cannot have $\alpha_{\mathbf R}=0$ for all displacements. What is removed from some must appear in others.

In shells without self-images, independent filling shows no bias when the nominal $x$ is used as reference. If instead each cell is referred to its own composition, the bias returns, because at given $N_B$ all placements are equally likely and (5) applies. Pure cells must be left out, since $\alpha$ is undefined for them.

## The variance at fixed composition

The constraint $\sum_iu_i=0$ also changes the scatter. Assume for now that there are no self-images, and let $Q=\sum_{i<j}w_{ij}u_iu_j$, so that $\alpha=2Q/(Nz)$. Define

$$T=\sum_{i\neq j}w_{ij}^2 .$$

In $\langle Q^2\rangle$, two site pairs can share two, one or no sites. For different indices, let

$$e_2=\langle u_i^2u_j^2\rangle,\quad e_1=\langle u_i^2u_ju_k\rangle,\quad e_0=\langle u_iu_ju_ku_l\rangle .$$

The total weights of the three classes are as follows.

- Two shared sites: $\sum_{i<j}w_{ij}^2=T/2$.
- One shared site $i$: $\sum_i\sum_{j\ne k}w_{ij}w_{ik}=\sum_i\big(z^2-\sum_jw_{ij}^2\big)=Nz^2-T$.
- No shared site: the total $(Nz/2)^2$ minus the other two, which is $N^2z^2/4-Nz^2+T/2$.

Collecting the terms in $T$,

$$\langle Q^2\rangle=\frac T2\,(e_2-2e_1+e_0)+z^2\times(\text{a function of }N\text{ and }x).$$

From (5), $\langle Q\rangle^2=[Nz/2(N-1)]^2$ is also $z^2$ times a function of $N$. Hence, with $g=e_2-2e_1+e_0$,

$$\mathrm{Var}\,Q=\tfrac12gT+Cz^2,$$

where $C$ does not depend on the links.

A case without fluctuations fixes $C$. Nothing in the algebra requires integer weights, so let $w_{ij}=z/(N-1)$ for all $i\ne j$. By (2), $\sum_{i<j}u_iu_j=-N/2$ in each filling, so $Q$ is constant and its variance vanishes. For these weights $T=N(N-1)\,z^2/(N-1)^2=Nz^2/(N-1)$, which gives $C=-gN/[2(N-1)]$. Multiplying $\mathrm{Var}\,Q$ by $4/(Nz)^2$,

$$\mathrm{Var}\,\alpha=\frac{2g}{N^2z^2}\left[T-\frac{Nz^2}{N-1}\right]. \tag{6}$$

It remains to find $g$. Take four different sites and expand

$$(u_i-u_k)^2(u_j-u_l)^2=(u_i^2-2u_iu_k+u_k^2)(u_j^2-2u_ju_l+u_l^2).$$

Its mean contains four terms $e_2$, four terms $-2e_1$ and one term $4e_0$, so it equals $4g$. The difference $u_i-u_k$ vanishes for like atoms, and its square is $1/[x(1-x)]$ for unlike atoms. Both pairs are unlike in four assignments of species, each with probability $N_A(N_A-1)N_B(N_B-1)/[N(N-1)(N-2)(N-3)]$. The factor 4 cancels the one in $4g$, and $1/[x(1-x)]^2=N^4/(N_AN_B)^2$. Thus, for $N\ge4$,

$$g=\frac{N^3(N_A-1)(N_B-1)}{N_AN_B(N-1)(N-2)(N-3)} . \tag{7}$$

For one B atom $g=0$, as the opening example requires. If the $z$ neighbours are distinct sites, each $w_{ij}$ is 0 or 1, $T=Nz$, and

$$\mathrm{Var}\,\alpha=\frac{g}{NM}\left[1-\frac{z}{N-1}\right]. \tag{8}$$

## The first correction

Let $N$ grow with $x$ and $z$ fixed. Divide numerator and denominator of (7) by $N^3N_AN_B$:

$$g=\frac{(1-1/N_A)(1-1/N_B)}{(1-1/N)(1-2/N)(1-3/N)}
=1+\frac1N\left[6-\frac1{x(1-x)}\right]+O(N^{-2}),$$

since $1/N_A+1/N_B=1/[Nx(1-x)]$. The bracket in (8) is $1-z/N+O(N^{-2})$. Therefore

$$\mathrm{Var}\,\alpha=\frac1{NM}\left\{1-\frac1N\left[z-6+\frac1{x(1-x)}\right]+O(N^{-2})\right\}. \tag{9}$$

At $x=1/2$ the square bracket is $z-2$. Taking the square root halves the relative correction:

$$\mathrm{sd}\,\alpha\approx\frac1{\sqrt{NM}}\left[1-\frac{z-2}{2N}\right]\qquad(x=\tfrac12). \tag{10}$$

The leading scatter is thus the same as that of the centred pair average $\overline{uu}$ under independent filling. The part $-z/N$ of the relative correction to the variance arises because the shell covers a finite fraction of the cell, and the average over the whole cell cannot fluctuate.

The expansion needs $z\ll N$ and many atoms of both species. If $N_B$ stays fixed while $N$ grows, $g$ tends to $1-1/N_B$ instead of 1, and (8) must be used with the full $g$.

The ratio of bias to scatter is about $\sqrt{M/N}$, so the bias is hidden in one large cell. Averaging over $K$ independent cells divides the scatter by $\sqrt K$ and leaves the bias unchanged. The two are equal at

$$K^*=(N-1)^2\,\mathrm{Var}\,\alpha .$$

At $x=1/2$, equation (9) and $(N-1)^2\approx N^2(1-2/N)$ give

$$K^*\approx\frac NM\left[1-\frac2N-\frac{z-2}N\right]=\frac{N-z}{M}=\frac NM-2, \tag{11}$$

because $z=2M$. Beyond $K^*$, more cells of the same size mainly refine the value $-1/(N-1)$. To bring the average closer to zero, the value in the infinite random alloy, one can enlarge the cell or add $1/(N-1)$ to the average. Independent filling with the nominal $x$ as reference also has no bias, but away from $x=1/2$ it brings composition noise into $\alpha$, because the linear terms dropped before (1) no longer vanish in each cell.

## Numbers for fcc cells

Consider cubic fcc supercells at $x=1/2$ with fixed composition. The first shell has $z=12$ and $M=6$. All quantities are dimensionless. The sampled values come from the numerical check, which also enumerates all fillings of 16-site cells.

For $N=108$ the bias is $-1/107=-0.0093$. The leading scatter is $1/\sqrt{108\times6}=0.0393$, and (10) changes it to

$$0.0393\left(1-\frac{10}{216}\right)=0.0375 .$$

The full formula (8) gives 0.0374 and sampling gives 0.0376. The bias is a quarter of the scatter.

| $N$ | bias | $1/\sqrt{NM}$ | sd, eq. (8) | sd, sampled | $K^*$ |
|---|---|---|---|---|---|
| 32 | −0.0323 | 0.0722 | 0.0584 | 0.0582 | 3.3 |
| 108 | −0.0093 | 0.0393 | 0.0374 | 0.0376 | 16.0 |
| 256 | −0.0039 | 0.0255 | 0.0250 | 0.0249 | 40.7 |
| 2048 | −0.0005 | 0.0090 | 0.0090 | 0.0090 | 339.3 |

For 32 sites the first correction gives $0.0722\,(1-10/64)=0.0609$, still 4% above the full value, because $z/N$ is not small. The last column follows (11): for $N=108$, $N/M-2=18-2=16$. Sampled averages over 16 such cells had a noise-to-bias ratio of 1.03, where about 1 is expected. For $N=2048$ the sampled means in the first two shells were $-0.0007$ and $-0.0002$, against $-0.0005$. Both lie within the five standard errors allowed by the test, but the sample is too small to resolve the bias well.

To choose a cell size, require $\mathrm{sd}\,\alpha\le\varepsilon$. The leading estimate is $N_0=1/(M\varepsilon^2)$. Setting (9) equal to $\varepsilon^2$ at $x=1/2$ gives $N=N_0[1-(z-2)/N]$, and, for $N_0\gg z$, replacing $N$ by $N_0$ in the small term gives

$$N\approx\frac1{M\varepsilon^2}-(z-2).$$

For $\varepsilon=0.01$ in the first shell this is $1667-10=1657$. The smallest even $N$ satisfying (8) is 1658, where the bias is $-0.0006$. The second shell, with $z=6$ and $M=3$, needs 3330 sites. These sizes treat $N$ as any even number; a cubic fcc cell must take the next available size. The criterion bounds the standard deviation, and individual cells can exceed it.

## When the cell is too small for the shell

Periodicity can make several neighbours of a site the same site. Suppose each distinct partner is reached by $\ell$ shell vectors. There are $d=z/\ell$ partners, each with $w_{ij}=\ell$, so $T=Nd\ell^2=Nz^2/d$. Equation (6) becomes

$$\mathrm{Var}\,\alpha=\frac{2g}{Nd}\left[1-\frac d{N-1}\right].$$

The bias is unchanged, but the multiplicity that counts is $d/2$, half the number of distinct partners. The 32-site cell has an edge of two lattice constants. A second neighbour one lattice constant along $+x$ is therefore the same site as the one along $-x$, and the six neighbours are three sites. The scatter is 0.142, while $1/\sqrt{NM}$ would suggest 0.102. The fourth shell has twelve neighbours but again three distinct partners, and its scatter is also 0.142.

If a shell reaches a site's own images, the bias changes as well. Let $s$ of the $z$ links of each site be self-links. In (1) they contribute $s\sum_iu_i^2/(Nz)=s/z$, a constant. The other $z-s$ links have the usual mean, so

$$\langle\alpha\rangle=\frac1z\left[s-\frac{z-s}{N-1}\right].$$

The self-links do not fluctuate. In the variance, the remaining links have row sum $z-s$, so $z^2$ inside the bracket of (6) becomes $(z-s)^2$, while the prefactor keeps $z^2$ from the normalization of $\alpha$. In a 16-site fcc cell one lattice constant thick, the second shell has $z=6$ and $s=2$, and

$$\langle\alpha\rangle=\frac16\left[2-\frac4{15}\right]=0.289 .$$

The mean is now large and positive, although the filling is random: an atom is always like its own image.

## Calculated quantities

```
All numbers are dimensionless; sd = standard deviation
16-site square cell, N_B=8, fillings enumerated: 12870
  nearest shell: mean alpha -0.066667, sd 0.162249
16-site fcc cell, shell 2 with self-images: z=6, s=2
  mean alpha 0.288889
fcc cells, x=1/2, fixed composition; d = distinct partners
   N shell  z  d | mean: exact, sampled | sd: exact, sampled, 1/sqrt(NM)
  32   1   12  12 | -0.03226 -0.03210 | 0.05838 0.05815 0.07217
  32   2    6   3 | -0.03226 -0.03211 | 0.14175 0.14207 0.10206
  32   3   24  12 | -0.03226 -0.03258 | 0.05838 0.05819 0.05103
  32   4   12   3 | -0.03226 -0.03210 | 0.14175 0.14159 0.07217
 108   1   12  12 | -0.00935 -0.00911 | 0.03736 0.03760 0.03928
 108   2    6   6 | -0.00935 -0.00959 | 0.05448 0.05429 0.05556
 108   3   24  24 | -0.00935 -0.00932 | 0.02470 0.02458 0.02778
 108   4   12  12 | -0.00935 -0.00950 | 0.03736 0.03721 0.03928
 256   1   12  12 | -0.00392 -0.00387 | 0.02501 0.02495 0.02552
 256   2    6   6 | -0.00392 -0.00374 | 0.03580 0.03562 0.03608
2048   1   12  12 | -0.00049 -0.00069 | 0.00900 0.00899 0.00902
2048   2    6   6 | -0.00049 -0.00022 | 0.01275 0.01291 0.01276
Cells K* at which averaged noise equals the bias, shell 1
  N=32: K*=3.28, estimate N/M=5.33
  N=108: K*=15.98, estimate N/M=18.00
  N=108: sampled noise/bias for 16 cells: 1.031
  N=256: K*=40.66, estimate N/M=42.67
  N=2048: K*=339.33, estimate N/M=341.33
Independent filling, N=108, shell 1: sd of raw spin correlation
  x=0.5: exact 0.03928, sampled 0.03932
    composition part 0.00000, pair part 0.03928
  x=0.25: exact 0.08839, sampled 0.08855
    composition part 0.08333, pair part 0.02946
Fixed composition, N=108, N_B=27, shell 1, alpha:
  mean exact -0.00935, sampled -0.00928
  sd exact 0.03713, sampled 0.03691
Sites needed for sd of alpha <= 0.01, x=1/2, distinct neighbours
  shell 1: estimate 1/(M sd^2) = 1667, exact formula 1658, bias there -0.000604
  shell 2: estimate 1/(M sd^2) = 3333, exact formula 3330, bias there -0.000300
```
